Equivalent Peak-Temperature Oxidation During a Linear Cooling Ramp

**Problem**

An oxide grows by diffusion of oxidant through the layer already formed. Its thickness X obeys the parabolic law

d(X²)/dt = B(T),

where the parabolic constant B has an activation energy E = 1.24 eV. After a long hold at T0 = 1273 K the furnace is cooled at r = 10 K/min, and the oxidant is left flowing. Growth continues during the cooling, more and more slowly. How many further minutes at 1273 K would have added the same amount to X²?

Call this time t_eq. The temperature falls linearly,

T(t) = T0 − rt,

and the wafer is taken to follow the furnace without delay. Time is measured from the start of cooling. The constant k is Boltzmann's constant, 8.617333×10⁻⁵ eV/K, and B0 denotes B(T0).

**A tempting solution**

The Arrhenius law, referred to the peak temperature, reads

B(T)/B0 = exp[−(E/k)(1/T − 1/T0)].

Oxidation matters only near the peak, so it seems safe to expand the inverse temperature to first order in the cooling:

1/T − 1/T0 ≈ (T0 − T)/T0² = rt/T0².

The parabolic constant then decays as a simple exponential in time,

B/B0 ≈ exp(−t/t1), with t1 = kT0²/(Er).

The integral of this exponential from zero to infinity is t1 itself. With kT0 = 0.10970 eV,

t1 = 0.10970 × 1273/(1.24 × 10) min = 11.26 min.

The answer appears to be about 11 minutes.

**Where the fault lies**

The expansion has dropped a factor. Without approximation,

1/T − 1/T0 = (T0 − T)/(T T0) = (rt/T0²)(T0/T).

The last factor exceeds one as soon as cooling begins. The true exponent is therefore larger than the linearized one, the true rate is smaller at every t > 0, and 11.26 min is an upper bound for the stated ramp.

To see how much is lost, define the dimensionless activation energy and the fractional cooling

x = E/(kT0) = 11.3037, δ = rt/T0.

Since T = T0(1 − δ), the exact exponent is

(E/k)(1/T − 1/T0) = x[1/(1 − δ) − 1] = xδ/(1 − δ) = xδ + xδ² + …

The tempting solution keeps xδ. When xδ = 1, the first neglected term is xδ² = 1/x, or 0.088, which looks harmless. The integral, however, also collects growth from later times, where the neglected term is larger. To first order in that term, the factor exp(−xδ) becomes exp(−xδ)(1 − xδ²). With s = xδ, the fractional loss in the integral is

(1/x) ∫₀^∞ s² e^(−s) ds = 2/x,

because the integral of s² e^(−s) is 2. This is 17.7 % of the estimate, twice what the exponent at xδ = 1 suggests. A correction of that size must be calculated properly before the answer is quoted to the nearest minute.

**The right solution**

Integrating the growth law over the ramp gives the gain in X²:

Xf² − X0² = ∫ B(T(t)) dt.

Here X0 and Xf are the thicknesses before and after cooling. A further time t_eq at T0 would give a gain B0 t_eq. Equating the two,

t_eq = ∫ [B(T(t))/B0] dt.

The starting thickness has dropped out. This follows because the right-hand side of the parabolic law, written for X², contains no X.

Now use T as the variable. Since dt = −dT/r, reversing the limits removes the minus sign:

t_eq = (1/r) ∫₀^T0 exp[−(E/k)(1/T − 1/T0)] dT.

The lower limit has been set to absolute zero for convenience. At 300 K the exponent is already −11.3037 × (1273/300 − 1), about −37, so nothing that matters here is added below room temperature.

Next put u = T0/T − 1. Then T = T0/(1 + u) and dT = −T0 du/(1 + u)². The exponent becomes −xu, and the limits T = T0 and T = 0 become u = 0 and u = ∞. Hence

t_eq = (T0/r) g(x),

g(x) = ∫₀^∞ e^(−xu)/(1 + u)² du.

The factor 1/(1 + u)² is what the tempting solution replaced by one. With that replacement g would be 1/x, and t_eq would be T0/(rx) = kT0²/(Er), as before.

To evaluate g, integrate by parts, using the fact that 1/(1 + u)² is the derivative of −1/(1 + u):

g(x) = [−e^(−xu)/(1 + u)]₀^∞ − x ∫₀^∞ e^(−xu)/(1 + u) du.

The boundary term equals 1. In the remaining integral put s = x(1 + u), so that e^(−xu) = e^x e^(−s) and du/(1 + u) = ds/s. This gives

g(x) = 1 − x e^x E1(x), E1(x) = ∫ₓ^∞ (e^(−s)/s) ds.

The function E1 is the exponential integral. For x = 11.3037 one finds g = 0.075931, and therefore

t_eq = (1273/10) × 0.075931 min = 9.67 min, or 580 s.

The cooling is worth about 9.7 minutes at the peak temperature, not 11. The simple estimate is too high by 16.5 % of the correct value. Direct numerical integration of d(X²)/dt = B(T(t)) for the same ramp, starting from 300 nm, also gives 9.666 min.

**Bounds that need no special function**

The conclusion can be confirmed by hand. For u > 0, ln(1 + u) < u, so (1 + u)^(−2) > e^(−2u). Inserting this into g gives

g(x) > ∫₀^∞ e^(−(x+2)u) du = 1/(x + 2).

For the other side, note that 1/(1 + u) is convex and so lies above its tangents. The tangent at u = a, with a = 1/x, gives

1/(1 + u) ≥ 1/(1 + a) − (u − a)/(1 + a)².

Multiply by x e^(−xu) and integrate. This weight has total area 1 and mean value of u equal to 1/x = a, so the term in u − a integrates to zero. What remains is

x ∫₀^∞ e^(−xu)/(1 + u) du > 1/(1 + 1/x) = x/(x + 1).

The integration by parts showed that g is 1 minus the left-hand side. Hence g < 1/(x + 1), and together

T0/[r(x + 2)] < t_eq < T0/[r(x + 1)].

For the present ramp the bounds are 9.57 min and 10.35 min. Even the upper one lies below 11 min.

The upper bound has a physical meaning. The parabolic constant has fallen to B0/e when xu = 1, that is, at T = T0/(1 + 1/x) = 1169.5 K. The ramp reaches this temperature after (1273 − 1169.5)/10 min, which is 10.35 min, the same expression T0/[r(x + 1)]. The equivalent time is thus somewhat shorter than the time in which B falls by a factor e. For a pure exponential decay the two would be equal.

**When the simple estimate is good**

Dividing T0/(rx) by the two bounds shows that the estimate exceeds the correct result by a fraction between 1/x and 2/x. To guarantee an excess below 5 % by this bound, x must be at least 40. At 1273 K that means an activation energy of about 4.4 eV, far above the present one.

The corrections follow in order from s = xu:

x g(x) = ∫₀^∞ e^(−s)(1 + s/x)^(−2) ds.

Expand (1 + s/x)^(−2) = 1 − 2s/x + 3s²/x² − … and use the integrals of s e^(−s) and s² e^(−s), which are 1 and 2:

x g(x) = 1 − 2/x + 6/x² − …

Here the second and third terms are −17.7 % and +4.7 %. Stopping after the second gives 9.27 min; stopping after the third gives 9.80 min. The correct value lies between them. The series is asymptotic: its terms have magnitude (n + 1)!/xⁿ and eventually grow for any fixed x, so it should be cut off while they are still falling.

In the opposite limit, x → 0, the rate no longer depends on temperature and g → 1. The equivalent time becomes T0/r, the whole duration of a ramp to absolute zero, whereas the simple estimate diverges. For weak activation the real end of the ramp would then decide the answer.

There is also a cooling curve for which the tempting answer is right. Let the inverse temperature change linearly in time, with the same initial cooling rate:

1/T = 1/T0 + rt/T0².

The exponent is then −t/t1 with no approximation, and t_eq = kT0²/(Er) = 11.26 min. Differentiating this curve gives dT/dt = −r(T/T0)². Its cooling rate drops from 10 K/min at the peak to 8.4 K/min at 1169.5 K. The sample stays hot for longer than on the linear ramp, and this accounts for the additional 1.6 min.

**The added thickness**

Take B0 = 10000 nm²/h, or 166.67 nm²/min, and X0 = 300 nm. Grown from zero by the parabolic law, this oxide needs a hold of 300²/166.67 = 540 min. The cooling adds

Xf² − X0² = 166.67 × 9.666 nm² = 1611 nm²,

Xf − X0 = √(90000 + 1611) nm − 300 nm = 2.67 nm.

The simple estimate would predict 3.11 nm. The error in equivalent time is therefore 1.6 min, but the error in this thick oxide is only 0.44 nm. On a thinner parabolic oxide the same equivalent time adds more thickness, since dX/dt = B/(2X).

**Stopping the ramp early**

Suppose the wafer is unloaded at Te = 1073 K and growth stops there. The part of the integral below Te must be removed. Writing B(T)/B0 as [B(Te)/B0][B(T)/B(Te)] turns that part into the same problem with a new peak temperature:

t_tail = [B(Te)/B0] (Te/r) g(E/(kTe)).

At 1073 K the parabolic constant is still 0.1216 of its peak value. The tail is 0.85 min, leaving 8.81 min. Twenty minutes of cooling thus supply about 91 % of the equivalent time of the full ramp.

**Linear-parabolic growth**

The parabolic law assumes that diffusion through the oxide is the slow step. If the reaction at the interface also takes a share of the driving force, the two resistances act in series and

dX/dt = B/(A + 2X).

For X much smaller than A/2 the rate is B/A, set by the reaction. For X much larger than A/2 it is B/(2X), set by diffusion. Let the linear constant B/A have activation energy E_L = 2.0 eV, and let A0 = A(T0) = 160 nm. Dividing B by B/A gives

A(T) = A0 exp[((E_L − E)/k)(1/T − 1/T0)].

Because E_L > E, A grows on cooling: the reaction becomes a larger part of the total resistance.

The temperature sensitivity at fixed X follows by differentiating ln(dX/dt) = ln B − ln(A + 2X) with respect to β = 1/(kT). Here d(ln B)/dβ = −E and dA/dβ = (E_L − E)A, so the local activation energy is

E_eff = −d ln(dX/dt)/dβ = E + f(E_L − E), f = A/(A + 2X).

At the start of cooling f = 160/(160 + 600) = 0.2105, and E_eff = 1.24 + 0.2105 × 0.76 = 1.40 eV. At 1169.5 K, where B has fallen by e, A has risen by exp(0.76/1.24) = 1.85. For X still near 300 nm, f is then about 0.33 and E_eff about 1.49 eV. No single activation energy describes the whole ramp.

The equivalent time must now be defined by growth at T0 under the full law. At fixed temperature (A0 + 2X) dX = B0 dt, which integrates to

t_eq = [Xf² − X0² + A0(Xf − X0)]/B0.

Along the actual ramp, dX = B dt/(A + 2X), so the same quantity is

t_eq = ∫ (B/B0) (A0 + 2X)/(A + 2X) dt.

Since A ≥ A0 during cooling, the second factor lies between A0/A and 1. The integrand therefore lies between two Arrhenius factors, one with energy E_L and one with energy E. For any starting thickness in this model, t_eq lies between the reaction-limited value, 6.32 min, and the diffusion-limited value, 9.67 min.

Numerical integration of the growth law gives 8.35 min from 300 nm and 7.53 min from 100 nm. The thickness gains are 1.83 nm and 3.45 nm. The thinner oxide has the shorter equivalent time but gains more thickness, because it grows faster at every temperature.

At 300 nm the gain is 32 % below the purely parabolic 2.67 nm, for two reasons. The initial rate is lower by the factor 600/760 = 0.79, and the equivalent time is shorter by the factor 8.35/9.67 = 0.86. Their product is 0.68. This comparison holds the starting thickness fixed; the hold needed to reach it from zero rises from 540 to 828 min.

**Reading the result for a real furnace**

The parameters lie in the rough regime of dry thermal oxidation of silicon. The length A depends on crystal orientation: the standard Deal-Grove constants give about 140 nm for (111) and about 230 nm for (100) at 1273 K, and with them the linear-parabolic t_eq from 300 nm is about 8.5 min and 8.1 min. The rise of A on cooling rests on E_L > E; for a parameter set with E_L < E, A would fall and the two Arrhenius bounds would change places. The law also omits the faster initial growth of dry oxides below a few tens of nanometres, so the holds counted from zero thickness are model values. The starting thickness of 300 nm, which needs a long hold, was chosen to bring the growth closer to the parabolic limit. With the A0 used here the reaction still matters at 300 nm, so the linear-parabolic result is the better guide there, and still more so at 100 nm. The most important condition is that the oxidant keeps flowing. If it is replaced by an inert gas at the start of cooling, growth continues only until the remaining oxidant has been flushed out. The added growth then largely disappears, provided that flushing takes much less time than t_eq.

Other departures, with the trial values below, shift the purely parabolic 9.67 min by about 0.6 to 2.0 min. Each is considered separately here:

- A wafer that relaxes towards the furnace temperature with a trial time constant of 1 min gives 10.62 min. It ends up following the ramp about 1 min late, so it gains nearly that much. This value happens to round to 11, but the cause is thermal lag, which the tempting solution does not contain.
- An activation energy of 1.14 eV gives 10.4 min, and one of 1.34 eV gives 9.0 min.
- If the activation energy of B rose to 2.0 eV below 1223 K, the result would be 7.70 min. This is a trial case for a possible change of transport in a stiffer, cooler oxide, not an established property.

The shape of the cooling curve can matter more than any of these. With the same initial 10 K/min, a cooling rate proportional to T − 300 K gives 10.7 min, and one proportional to T⁴ − (300 K)⁴, as in radiative cooling, gives 13.5 min. The upper bound of 11.26 min thus belongs to the linear ramp, not to every furnace.

For a given furnace, the measured wafer temperature should therefore replace T(t) in the integral. Within the stated model, the ramp adds 9.7 min of equivalent oxidation.

Numbers as computed

```
Peak temperature T0: 1273 K
Cooling rate r: 10 K/min
Activation energy E: 1.24 eV
Boltzmann constant k: 8.617333e-05 eV/K
Thermal energy k*T0: 0.10970 eV
x = E/(k*T0): 11.3037 (no unit)
g(x): 0.075931 (no unit)
Simple estimate k*T0^2/(E*r): 11.262 min
Lower bound T0/(r*(x+2)): 9.569 min
Upper bound T0/(r*(x+1)): 10.346 min
Exact t_eq, closed form: 9.6660 min
Exact t_eq, time quadrature: 9.6660 min
Exact t_eq, growth equation: 9.6660 min
Exact t_eq converted: 580 s
Excess of simple estimate: 16.5 %
First correction -2/x: -17.7 %
Second correction 6/x^2: 4.7 %
t_eq, 1/T linear in time: 11.262 min
Temperature where B is B0/e: 1169.5 K
Time when B is B0/e: 10.346 min
Parabolic constant B0: 10000 nm^2/h
Parabolic constant B0 per minute: 166.67 nm^2/min
Starting thickness: 300 nm
Parabolic hold to reach it from zero: 540 min
Gain in X^2 on cooling: 1611.0 nm^2
Gain in thickness on cooling: 2.673 nm
Gain from simple estimate: 3.112 nm
Unloading temperature: 1073 K
B(unloading)/B0: 0.1216 (no unit)
Tail lost by unloading: 0.853 min
t_eq with unloading: 8.813 min
Linear-term length A0 at T0: 160 nm
Activation energy of B/A: 2.00 eV
Reaction fraction f at 300 nm: 0.2105 (no unit)
Effective activation energy at 300 nm: 1.400 eV
Linear-parabolic hold to 300 nm: 828 min
Linear-parabolic t_eq from 300 nm: 8.347 min
Linear-parabolic gain from 300 nm: 1.826 nm
Linear-parabolic t_eq from 100 nm: 7.532 min
Linear-parabolic gain from 100 nm: 3.454 nm
Reaction-limited t_eq: 6.321 min
Trial wafer lag: 1.0 min
t_eq with wafer lag: 10.624 min
Trial uncertainty in E: 0.1 eV
t_eq for E = 1.14 eV: 10.392 min
t_eq for E = 1.34 eV: 9.035 min
Trial break temperature: 1223 K
Trial activation energy below break: 2.0 eV
t_eq with activation break: 7.704 min
```
